# Choosing the downfolding energy for a metal-oxide conduction band: a numerical check

```python
"""
Result under test: for a Hermitian metal-oxide matrix H = [[A, V], [V^T, B]]
(A: metal s block, B: oxygen block, V: coupling, orthonormal basis) define
    F(E) = A + V (E - B)^(-1) V^T,  lambda_n(E) = n-th ascending eigenvalue.
If a = min eig(A) exceeds b = max eig(B), the iteration E -> lambda_n(E)
converges from any E > b to the n-th eigenvalue of H above b.
s = |(E-B)^(-1) V^T c|^2 is the oxygen/metal weight ratio at the root.
Energies in eV (zero: O 2p site level), lengths in nm.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# rough model parameters
BOND = 0.235                       # metal-oxygen distance
E_METAL, E_OS, E_OP = 2.8, -17.0, 0.0
V_SS, V_SP = -0.9, 1.5             # metal s to O 2s and O 2p
T_MM = -0.10                       # metal s to metal s
PP_SIGMA, PP_PI = 0.20, -0.05      # O 2p to O 2p
DISORDER = 0.015                   # rms displacement per component
# rough extra parameters, used only to size neglected effects
E_MP, V_PS, MP_SIGMA, MP_PI = 6.8, 1.0, 1.5, -0.4
KAPPA = 0.05                       # overlap = -KAPPA * hopping, 1/eV
THERMAL = 0.008
DENSITY_CM3, TEMPERATURE = 1e20, 300.0

NEAR = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
        if np.dot(v, v) == 1]
NEXT = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
        if np.dot(v, v) == 2]
SITES = list(itertools.product(range(4), repeat=3))
METALS = [p for p in SITES if sum(p) % 2 == 0]
OXYGENS = [p for p in SITES if sum(p) % 2 == 1]
NM, NO = len(METALS), 4 * len(OXYGENS)
NMODEL = NM + NO


def two_center(vec, ss, sp, ps, sigma, pi, r0):
    """4x4 hopping block (s,px,py,pz), vec from first to second atom."""
    r = np.linalg.norm(vec)
    l = vec / r
    block = np.zeros((4, 4))
    block[0, 0] = ss
    block[0, 1:] = sp * l
    block[1:, 0] = -ps * l
    block[1:, 1:] = sigma * np.outer(l, l) + pi * (np.eye(3) - np.outer(l, l))
    return block * (r0 / r) ** 2


def metal_oxygen(vec):
    return two_center(vec, V_SS, V_SP, V_PS, MP_SIGMA, MP_PI, BOND)


def oxygen_oxygen(vec):
    return two_center(vec, 0, 0, 0, PP_SIGMA, PP_PI, BOND * np.sqrt(2))


def metal_metal(vec):
    return T_MM * 2 * BOND**2 / np.dot(vec, vec)


def supercell(rms, seed):
    """Order: metal s, oxygen (s,p), then the metal p shell."""
    rng = np.random.default_rng(seed)
    shift = {p: rms * rng.standard_normal(3) for p in SITES}
    orb = {}
    for m, p in enumerate(METALS):
        orb[p] = [m] + [NMODEL + 3 * m + j for j in range(3)]
    for o, p in enumerate(OXYGENS):
        orb[p] = [NM + 4 * o + j for j in range(4)]
    H = np.zeros((NMODEL + 3 * NM,) * 2)
    for p in SITES:
        is_metal = sum(p) % 2 == 0
        levels = [E_METAL] + [E_MP] * 3 if is_metal else [E_OS] + [E_OP] * 3
        H[orb[p], orb[p]] = levels
        for step in NEXT:
            q = tuple((np.array(p) + step) % 4)
            vec = BOND * step + shift[q] - shift[p]
            if is_metal:
                H[orb[p][0], orb[q][0]] += metal_metal(vec)
            else:
                H[np.ix_(orb[p], orb[q])] += oxygen_oxygen(vec)
        if is_metal:
            for step in NEAR:
                q = tuple((np.array(p) + step) % 4)
                block = metal_oxygen(BOND * step + shift[q] - shift[p])
                H[np.ix_(orb[p], orb[q])] += block
                H[np.ix_(orb[q], orb[p])] += block.T
    assert np.allclose(H, H.T)
    return H


def bloch(k):
    """5x5 crystal matrix: metal s, O 2s, O 2p."""
    H = np.diag([E_METAL, E_OS, E_OP, E_OP, E_OP]).astype(complex)
    for step in NEAR:
        vec = BOND * step
        row = metal_oxygen(vec)[0] * np.exp(1j * np.dot(k, vec))
        H[0, 1:] += row
        H[1:, 0] += row.conj()
    for step in NEXT:
        vec = BOND * step
        phase = np.exp(1j * np.dot(k, vec))
        H[0, 0] += metal_metal(vec) * phase
        H[1:, 1:] += oxygen_oxygen(vec) * phase
    return H


def effective(E, A, V, B):
    return A + V @ np.linalg.solve(E * np.eye(len(B)) - B, V.T)


def level(E, n, blocks):
    return np.linalg.eigvalsh(effective(E, *blocks))[n]


def plain(start, n, blocks, tol=1e-11):
    path = [start]
    for _ in range(600):
        path.append(level(path[-1], n, blocks))
        if abs(path[-1] - path[-2]) < tol:
            return np.array(path)
    raise RuntimeError("plain iteration did not settle")


def reconstruct(E, n, blocks):
    A, V, B = blocks
    lam, vec = np.linalg.eigh(effective(E, *blocks))
    c = vec[:, n]
    d = np.linalg.solve(E * np.eye(len(B)) - B, V.T @ c)
    return lam[n], c, d


def newton_step(E, n, blocks):
    lam, c, d = reconstruct(E, n, blocks)
    return (lam + E * (d @ d)) / (1 + d @ d)


# ---- disordered cell: direct diagonalization against elimination ----
H_all = supercell(DISORDER, 1)
H = H_all[:NMODEL, :NMODEL]
A, V, B = H[:NM, :NM], H[:NM, NM:], H[NM:, NM:]
blocks = (A, V, B)
full, vectors = np.linalg.eigh(H)
a, b = np.linalg.eigvalsh(A)[0], np.linalg.eigvalsh(B)[-1]
assert a > b
assert np.sum(full > b) == NM
edge = full[NO]

worst = 0.0
steps_all = []
for n in range(NM):
    run = plain(a, n, blocks)
    worst = max(worst, abs(run[-1] - full[NO + n]))
    steps_all.append(len(run) - 1)
assert worst < 1e-9
path = plain(a, 0, blocks)
for start in (b + 0.05, b + 50.0):
    assert abs(plain(start, 0, blocks)[-1] - edge) < 1e-9

rng = np.random.default_rng(7)
for E in rng.uniform(b + 0.05, full[-1] + 1, 40):
    count = np.sum(np.linalg.eigvalsh(effective(E, *blocks)) > E)
    assert count == np.sum(full > E)

# strict shrinking of logarithmic distance, all levels at once
for _ in range(60):
    E1, E2 = np.sort(b + rng.uniform(0.1, 12, 2))
    f1 = np.linalg.eigvalsh(effective(E1, *blocks)) - b
    f2 = np.linalg.eigvalsh(effective(E2, *blocks)) - b
    r = (E2 - b) / (E1 - b)
    assert np.all(f1 / f2 <= r - (r - 1) * (a - b) / f2 + 1e-10)

# weights, slope, observed rate and bracketing
v = vectors[:, NO]
cm, do = v[:NM], v[NM:]
w_metal, w_oxygen = cm @ cm, do @ do
ratio = w_oxygen / w_metal
mean_A, mean_B = cm @ A @ cm / w_metal, do @ B @ do / w_oxygen
assert abs(ratio - (edge - mean_A) / (edge - mean_B)) < 1e-9
h = 1e-4
slope = (level(edge + h, 0, blocks) - level(edge - h, 0, blocks)) / (2 * h)
assert abs(slope + ratio) < 1e-6
error = path - edge
j = int(np.argmax(np.abs(error) < 1e-4))
rate = error[j + 1] / error[j]
assert abs(rate + ratio) < 1e-3
for e0, e1 in zip(error[:-1], error[1:]):
    if min(abs(e0), abs(e1)) > 1e-9:
        assert e0 * e1 < 0
lam, c, d = reconstruct(path[-1], 0, blocks)
rebuilt = np.concatenate([c, d]) / np.sqrt(1 + d @ d)
assert np.linalg.norm(H @ rebuilt - edge * rebuilt) < 1e-8
assert abs(1 / (1 + d @ d) - w_metal) < 1e-8

# Newton: Rayleigh quotient, finite-difference slope, quadratic error
E_try = edge + 0.3
lam, c, d = reconstruct(E_try, 0, blocks)
trial = np.concatenate([c, d])
rayleigh = trial @ H @ trial / (trial @ trial)
fd = (level(E_try + h, 0, blocks) - level(E_try - h, 0, blocks)) / (2 * h)
newton_fd = E_try - (E_try - lam) / (1 - fd)
assert abs(rayleigh - newton_fd) < 1e-6
assert abs(rayleigh - newton_step(E_try, 0, blocks)) < 1e-10
err_ratio = ((newton_step(edge + 0.02, 0, blocks) - edge)
             / (newton_step(edge + 0.01, 0, blocks) - edge))
assert abs(err_ratio - 4) < 0.1
newton = [a]
for _ in range(6):
    newton.append(newton_step(newton[-1], 0, blocks))
newton = np.array(newton)
assert abs(newton[-1] - edge) < 1e-10
plain_count = int(np.argmax(np.abs(error) < 1e-8))
newton_count = int(np.argmax(np.abs(newton - edge) < 1e-8))

# one frozen effective matrix does not give the whole band
frozen = np.linalg.eigvalsh(effective(edge, *blocks))
frozen_error = frozen - full[NO:]
assert abs(frozen_error[0]) < 1e-9 and frozen_error[-1] > 0.1

# ---- reversed level order: plain iteration leaves the upper state ----
toy_m, toy_o, toy_t = -1.0, 0.0, 0.5
toy, toy_vec = np.linalg.eigh([[toy_m, toy_t], [toy_t, toy_o]])
toy_ratio = (toy_vec[1, 1] / toy_vec[0, 1]) ** 2
E_plain, E_newton = 0.21, 0.30
for _ in range(200):
    E_plain = toy_m + toy_t**2 / (E_plain - toy_o)
for _ in range(12):
    s = toy_t**2 / (E_newton - toy_o) ** 2
    lam = toy_m + toy_t**2 / (E_newton - toy_o)
    E_newton = (lam + s * E_newton) / (1 + s)
assert toy_ratio > 1
assert abs(E_plain - toy[0]) < 1e-10 and abs(E_newton - toy[1]) < 1e-10

# ---- ordered crystal: closed zone-centre energy and mass ----
a_gamma = E_METAL + 12 * T_MM
gamma = (a_gamma + E_OS) / 2 + np.sqrt(((a_gamma - E_OS) / 2) ** 2
                                      + 36 * V_SS**2)
ordered, ordered_vec = np.linalg.eigh(supercell(0.0, 0)[:NMODEL, :NMODEL])
assert abs(ordered[NO] - gamma) < 1e-9
assert abs(np.linalg.eigvalsh(bloch(np.zeros(3)))[-1] - gamma) < 1e-9


def oxygen_weights(vector):
    w = (vector[NM:].reshape(-1, 4) ** 2).sum(axis=0)
    return w[0], w[1:].sum()


ord_s, ord_p = oxygen_weights(ordered_vec[:, NO])
dis_s, dis_p = oxygen_weights(v)
assert ord_p < 1e-12 and dis_p > 1e-4
p_gamma = E_OP + 4 * PP_SIGMA + 8 * PP_PI
z_gamma = 1 / (1 + 36 * V_SS**2 / (gamma - E_OS) ** 2)
bracket = (4 * V_SP**2 / (gamma - p_gamma)
           - 12 * V_SS**2 / (gamma - E_OS) - 4 * T_MM)
curvature = z_gamma * BOND**2 * bracket
free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
mass = free / curvature
for direction in ([1, 0, 0], [1, 2, 3]):
    k = 0.05 * np.array(direction) / np.linalg.norm(direction)
    measured = (np.linalg.eigvalsh(bloch(k))[-1] - gamma) / 0.05**2
    assert abs(measured / curvature - 1) < 1e-3

# ---- sizes of neglected effects ----
hop = V
E_ref = (E_METAL + E_OP) / 2
S_mo = -KAPPA * hop
H_ov, S_ov = H.copy(), np.eye(NMODEL)
H_ov[:NM, NM:] = hop + E_ref * S_mo
H_ov[NM:, :NM] = H_ov[:NM, NM:].T
S_ov[:NM, NM:], S_ov[NM:, :NM] = S_mo, S_mo.T
edge_ov = eigh(H_ov, S_ov, eigvals_only=True)[NO]
E = edge
for _ in range(200):
    E = level(E, 0, (A, H_ov[:NM, NM:] - E * S_mo, B))
assert abs(E - edge_ov) < 1e-9
shift_p = np.linalg.eigvalsh(H_all)[NO] - edge
H_scaled = H.copy()
H_scaled[:NM, NM:] *= 1.05
H_scaled[NM:, :NM] *= 1.05
shift_coupling = np.linalg.eigvalsh(H_scaled)[NO] - edge


def sample_edges(rms, seeds):
    return np.array([np.linalg.eigvalsh(
        supercell(rms, i)[:NMODEL, :NMODEL])[NO] for i in seeds])


cells = sample_edges(DISORDER, range(1, 13))
warm = sample_edges(THERMAL, range(21, 29))
k_fermi = (3 * np.pi**2 * DENSITY_CM3 * 1e-21) ** (1 / 3)
fill_parabola = curvature * k_fermi**2
fill_band = np.linalg.eigvalsh(bloch([k_fermi, 0, 0]))[-1] - gamma
kT = const.k * TEMPERATURE / const.e

# ---- output ----
print(f"Metal-oxygen distance {BOND:.3f} nm; disorder rms {DISORDER:.3f} nm")
print(f"Levels: metal s {E_METAL:.1f}, O 2s {E_OS:.1f}, O 2p {E_OP:.1f} eV")
print(f"Metal-O hops: s-s {V_SS:.2f}, s-p {V_SP:.2f} eV")
print(f"Metal-metal hop {T_MM:.2f} eV")
print(f"O-O hops: pp sigma {PP_SIGMA:.2f}, pp pi {PP_PI:.2f} eV")
print(f"Orbitals: metal {NM}, oxygen {NO}, total {NMODEL}")
print(f"Lowest metal-block level a = {a:.6f} eV")
print(f"Highest oxygen-block level b = {b:.6f} eV")
print(f"Full-matrix conduction edge = {edge:.8f} eV")
print(f"Full-matrix valence top = {full[NO-1]:.6f} eV")
print(f"Model gap = {edge-full[NO-1]:.4f} eV")
for i in range(min(7, len(path))):
    print(f"Plain iterate {i}: {path[i]:.8f} eV, error {error[i]:+.2e} eV")
for i in range(4):
    print(f"Newton iterate {i}: {newton[i]:.8f} eV, "
          f"error {newton[i]-edge:+.2e} eV")
print(f"Steps to 1e-8 eV: plain {plain_count}, Newton {newton_count}")
print(f"Edge weights: metal {w_metal:.5f}, O 2s {dis_s:.5f}, O 2p {dis_p:.5f}")
print(f"Oxygen/metal weight ratio {ratio:.5f}; observed rate {rate:.5f}")
print(f"Block means at edge: metal {mean_A:.4f}, oxygen {mean_B:.4f} eV")
print(f"Newton error ratio for halved start error {err_ratio:.3f}")
print(f"Largest error over all {NM} conduction states {worst:.1e} eV")
print(f"Plain steps to 1e-11 eV change: {min(steps_all)} to {max(steps_all)}")
print(f"Second state: full {full[NO+1]:.5f}, frozen {frozen[1]:.5f} eV")
print(f"Highest state: full {full[-1]:.5f}, frozen {frozen[-1]:.5f} eV")
print(f"Reversed model: metal {toy_m:.1f}, O {toy_o:.1f}, hop {toy_t:.1f} eV")
print(f"Reversed eigenvalues {toy[0]:.6f}, {toy[1]:.6f} eV")
print(f"Reversed upper-state O/metal ratio {toy_ratio:.4f}")
print(f"Reversed limits: plain {E_plain:.6f}, Newton {E_newton:.6f} eV")
print(f"Ordered crystal edge {gamma:.6f} eV; metal level {a_gamma:.2f} eV")
print(f"Ordered weights: metal {z_gamma:.5f}, O 2s {ord_s:.5f}, "
      f"O 2p {ord_p:.1e}")
print(f"O 2p level at zone centre {p_gamma:.3f} eV")
print(f"Curvature {curvature:.5f} eV nm^2; mass {mass:.4f} m_e")
print(f"Mass if weight factor is omitted {mass*z_gamma:.4f} m_e")
print(f"Overlap test: factor {KAPPA:.2f} /eV, reference {E_ref:.2f} eV")
print(f"Neglected overlap: edge shift {edge_ov-edge:+.4f} eV")
print(f"Metal p inputs: level {E_MP:.1f}, p-s {V_PS:.1f}, "
      f"pp {MP_SIGMA:.1f}/{MP_PI:.1f} eV")
print(f"Neglected metal p shell: edge shift {shift_p:+.4f} eV")
print(f"Metal-O coupling raised 5 percent: shift {shift_coupling:+.4f} eV")
print(f"Twelve disordered cells: mean {cells.mean():.4f}, "
      f"std {cells.std(ddof=1):.4f} eV")
print(f"Thermal rms {THERMAL:.3f} nm: mean shift {warm.mean()-gamma:+.4f} eV")
print(f"Electron density {DENSITY_CM3:.1e} cm^-3; k_F {k_fermi:.4f} nm^-1")
print(f"Filling energy: parabola {fill_parabola:.4f}, "
      f"band [100] {fill_band:.4f} eV")
print(f"Thermal energy at {TEMPERATURE:.0f} K = {kT:.5f} eV")
print("checks complete")
```

Running it gives:

```
Metal-oxygen distance 0.235 nm; disorder rms 0.015 nm
Levels: metal s 2.8, O 2s -17.0, O 2p 0.0 eV
Metal-O hops: s-s -0.90, s-p 1.50 eV
Metal-metal hop -0.10 eV
O-O hops: pp sigma 0.20, pp pi -0.05 eV
Orbitals: metal 32, oxygen 128, total 160
Lowest metal-block level a = 1.592334 eV
Highest oxygen-block level b = 0.540134 eV
Full-matrix conduction edge = 3.14032581 eV
Full-matrix valence top = 0.536102 eV
Model gap = 2.6042 eV
Plain iterate 0: 1.59233435 eV, error -1.55e+00 eV
Plain iterate 1: 3.32303355 eV, error +1.83e-01 eV
Plain iterate 2: 3.12355227 eV, error -1.68e-02 eV
Plain iterate 3: 3.14189749 eV, error +1.57e-03 eV
Plain iterate 4: 3.14017883 eV, error -1.47e-04 eV
Plain iterate 5: 3.14033956 eV, error +1.37e-05 eV
Plain iterate 6: 3.14032453 eV, error -1.29e-06 eV
Newton iterate 0: 1.59233435 eV, error -1.55e+00 eV
Newton iterate 1: 3.08381928 eV, error -5.65e-02 eV
Newton iterate 2: 3.14029646 eV, error -2.94e-05 eV
Newton iterate 3: 3.14032581 eV, error -7.74e-12 eV
Steps to 1e-8 eV: plain 9, Newton 3
Edge weights: metal 0.91447, O 2s 0.06624, O 2p 0.01929
Oxygen/metal weight ratio 0.09353; observed rate -0.09353
Block means at edge: metal 1.6111, oxygen -13.2089 eV
Newton error ratio for halved start error 3.984
Largest error over all 32 conduction states 3.1e-12 eV
Plain steps to 1e-11 eV change: 11 to 42
Second state: full 3.53170, frozen 3.55831 eV
Highest state: full 6.56826, frozen 9.71556 eV
Reversed model: metal -1.0, O 0.0, hop 0.5 eV
Reversed eigenvalues -1.207107, 0.207107 eV
Reversed upper-state O/metal ratio 5.8284
Reversed limits: plain -1.207107, Newton 0.207107 eV
Ordered crystal edge 3.054069 eV; metal level 1.60 eV
Ordered weights: metal 0.93239, O 2s 0.06761, O 2p 2.9e-30
O 2p level at zone centre 0.400 eV
Curvature 0.17025 eV nm^2; mass 0.2238 m_e
Mass if weight factor is omitted 0.2087 m_e
Overlap test: factor 0.05 /eV, reference 1.40 eV
Neglected overlap: edge shift +0.2935 eV
Metal p inputs: level 6.8, p-s 1.0, pp 1.5/-0.4 eV
Neglected metal p shell: edge shift -0.0344 eV
Metal-O coupling raised 5 percent: shift +0.1421 eV
Twelve disordered cells: mean 3.1522, std 0.0209 eV
Thermal rms 0.008 nm: mean shift +0.0327 eV
Electron density 1.0e+20 cm^-3; k_F 1.4360 nm^-1
Filling energy: parabola 0.3510, band [100] 0.3004 eV
Thermal energy at 300 K = 0.02585 eV
checks complete
```
